Machlup's Lorentzian and its corner rate for an asymmetric telegraph current

## Part 1. From random switching to the spectrum

A noise measurement on a small transistor shows a plateau that bends down at 398 Hz. The angular corner is 2π × 398 Hz, or 2500 per second, and the next step in extracting the parameters of the trap is to decide which rate this number is. For the trap treated in Part 2, with mean times of 2 ms for capture and 0.5 ms for emission, calling it the emission rate would make that rate 25 percent too large. Calling it the capture rate would give five times the true value of that rate. The corner is the sum of the two rates. An activation energy taken from it, or a trap energy found from it together with further data, depends on using it as such.

**Setting and assumptions.** One trap holds either no extra electron or one. Let n(t) = 0 when it is empty and n(t) = 1 when it is filled. The current is

I(t) = I_high − ΔI n(t),

so that filling the trap lowers the current by ΔI. The following is assumed.

(A1) There are two states, each with one definite current, and the jumps between them take no time.

(A2) An empty trap is filled during a short time dt with probability k_c dt, and a filled trap is emptied with probability k_e dt. These probabilities do not depend on how long the trap has been in its present state.

(A3) The rates k_c and k_e are constant and positive. In a device this requires steady bias and temperature.

(A4) The process is stationary: it has run long enough for its probabilities not to depend on the choice of time origin.

The rate k_c acts while the trap is empty, and k_e while it is filled. They are conditional rates, not the numbers of captures and emissions counted per second of total time. That distinction is the source of most of what follows.

**Convention for the spectrum.** Let δI(t) = I(t) − ⟨I⟩ be the fluctuation about the mean, where ⟨…⟩ denotes an average over many equivalent records. For a record of length T, and with ω = 2πf, define

X(f) = ∫₀ᵀ δI(t) e^(−iωt) dt,

S_T(f) = (2/T) ⟨|X(f)|²⟩, f > 0,

and let S(f) be the limit of S_T(f) for T → ∞. The factor 2 makes the spectrum one-sided: the equal contributions of f and −f are both assigned to positive f. The unit of S is A²/Hz. The mean current, which is removed here, would add a line at f = 0.

**Theorem (Machlup's spectrum).** Under A1 to A4, let τ_c = 1/k_c and τ_e = 1/k_e. Then these are the mean times spent empty and filled per visit, and

S(f) = 4ΔI² / {(τ_c + τ_e)[(1/τ_c + 1/τ_e)² + (2πf)²]}.

The spectrum falls to half its zero-frequency limit at the angular frequency

λ = k_c + k_e = 1/τ_c + 1/τ_e,

that is, at the frequency f_c = λ/(2π).

The proof goes through four lemmas: the dwell times, the relaxation of the occupation, the covariance of the current, and the link between covariance and spectrum.

**Lemma 1 (dwell times).** The time t spent in a state that is left at the constant rate k has the probability density k e^(−kt). Its mean is 1/k and its standard deviation is also 1/k.

Proof. Let Q(t) be the probability that the state has not yet been left at time t. To survive until t + dt, it must survive until t and then not be left during dt:

Q(t + dt) = Q(t)(1 − k dt).

Hence dQ/dt = −kQ. With Q(0) = 1 this gives Q = e^(−kt). The density of the leaving time is −dQ/dt = k e^(−kt). Integration by parts gives

⟨t⟩ = ∫₀^∞ t k e^(−kt) dt = ∫₀^∞ e^(−kt) dt = 1/k,

⟨t²⟩ = ∫₀^∞ t² k e^(−kt) dt = 2 ∫₀^∞ t e^(−kt) dt = 2/k².

The boundary terms vanish at both ends. The variance is 2/k² − 1/k² = 1/k². ∎

With k = k_c this gives the mean empty time τ_c, and with k = k_e the mean filled time τ_e.

**Lemma 2 (relaxation of the occupation).** Let P(t) be the probability that the trap is filled. Then

P(t) = p + [P(0) − p] e^(−λt), with p = k_c/λ and λ = k_c + k_e.

Proof. The trap is filled at t + dt if it was filled and stayed so, or if it was empty and was then filled. Two jumps within dt have a probability of order dt² and drop out of the derivative:

P(t + dt) = P(t)(1 − k_e dt) + [1 − P(t)] k_c dt.

Subtracting P(t) and dividing by dt gives

dP/dt = k_c (1 − P) − k_e P = k_c − (k_c + k_e)P = k_c − λP.

The right side vanishes at P = k_c/λ = p. The deviation D = P − p therefore obeys dD/dt = −λD, so D(t) = D(0)e^(−λt). ∎

The sum of rates has its physical origin here. Suppose that the filled probability exceeds p by a small amount D. The loss by emission rises by k_e D, because more traps in an ensemble of equivalent ones are filled. The gain by capture falls by k_c D, because fewer are empty. Both changes reduce the excess, so their rates add.

In terms of the mean times,

λ = 1/τ_c + 1/τ_e = (τ_c + τ_e)/(τ_c τ_e),

p = (1/τ_c)/λ = τ_e/(τ_c + τ_e), 1 − p = τ_c/(τ_c + τ_e).

The stationary filled probability is the mean filled time divided by the mean duration of a full cycle.

**Lemma 3 (covariance).** For a time separation u of either sign,

C(u) = ⟨δI(t) δI(t + u)⟩ = ΔI² p(1 − p) e^(−λ|u|).

Proof. Since ⟨n⟩ = p, the mean current is I_high − ΔI p, and so

δI(t) = −ΔI [n(t) − p].

The minus sign disappears in a product of two fluctuations. For u ≥ 0,

C(u) = ΔI² {⟨n(t)n(t + u)⟩ − p²}.

The product n(t)n(t + u) equals one when the trap is filled at both times and is zero otherwise. Its average is thus the probability p of being filled at t, multiplied by the conditional probability of being filled again at t + u. By A2 the past before t has no influence on that conditional probability, so Lemma 2 with P(0) = 1 gives it:

⟨n(t)n(t + u)⟩ = p[p + (1 − p)e^(−λu)].

Subtracting p² leaves p(1 − p)e^(−λu). For negative u, stationarity allows the time origin to be moved so that the earlier time comes first, which gives C(u) = C(−u). ∎

At u = 0 the lemma gives the variance ΔI² p(1 − p). It is greatest at p = 1/2 and tends to zero when the trap is almost always empty or almost always filled.

**Lemma 4 (spectrum from covariance).** For a record of length T,

S_T(f) = 4 ∫₀ᵀ (1 − u/T) C(u) cos(ωu) du.

Proof. Writing the squared modulus as a double integral gives

⟨|X|²⟩ = ∫₀ᵀ ∫₀ᵀ C(t − s) e^(−iω(t − s)) dt ds.

The integrand depends on u = t − s alone. For a given u between −T and T, both times lie inside the record for a range of s of length T − |u|. Therefore

⟨|X|²⟩ = ∫₋ᵀᵀ (T − |u|) C(u) e^(−iωu) du.

Because C is even, the sine part cancels and the cosine part is twice its integral over positive u. Multiplication by 2/T gives the stated result, with one factor 2 from the one-sided convention and another from the two signs of u. ∎

**Proof of the theorem.** Set z = λ + iω. Lemmas 3 and 4 require the real part of

J = ∫₀ᵀ (1 − u/T) e^(−zu) du.

The two elementary integrals are

∫₀ᵀ e^(−zu) du = (1 − e^(−zT))/z,

∫₀ᵀ u e^(−zu) du = (1 − e^(−zT))/z² − T e^(−zT)/z.

Subtracting the second, divided by T, from the first cancels the terms e^(−zT)/z:

J = 1/z − (1 − e^(−zT))/(z²T).

The last term vanishes as T → ∞. The remaining term is

1/z = (λ − iω)/(λ² + ω²), with real part λ/(λ² + ω²).

The spectrum is therefore

S(f) = 4ΔI² p(1 − p) λ/(λ² + ω²).

The prefactor simplifies with the expressions after Lemma 2:

p(1 − p)λ = [τ_c τ_e/(τ_c + τ_e)²] × [(τ_c + τ_e)/(τ_c τ_e)] = 1/(τ_c + τ_e).

This is the spectrum stated in the theorem. Its zero-frequency limit, called the plateau, is

S(0) = 4ΔI² p(1 − p)/λ = 4ΔI²/[(τ_c + τ_e)λ²],

and division gives S(f)/S(0) = λ²/(λ² + ω²). This ratio is 1/2 when ω² = λ², hence at ω = λ, whatever the ratio of τ_c to τ_e. ∎

**Remark 1 (finite records).** The proof also bounds the error made by a finite record. Relative to S(f), the neglected term has a size of at most (1 + e^(−λT))/(λT), because |z²| = λ² + ω² and the real part of 1/z is λ/(λ² + ω²). The record must be long compared with 1/λ.

**Remark 2 (why the corner is not the cycle rate).** The same process can be built from random resets. Let resets arrive at the rate λ, and let each one choose the filled state with probability k_c/λ and the empty state with probability k_e/λ, regardless of the state before. An empty trap is then filled at the rate λ × k_c/λ = k_c, and a filled one is emptied at the rate k_e, as required. Memory of the initial state survives until the first reset, hence with probability e^(−λu). Some resets choose the state already present and produce no visible jump. The number of full cycles per second is

ν = 1/(τ_c + τ_e) = p(1 − p)λ ≤ λ/4.

In this model the corner rate is thus at least four times the cycle rate, with equality for τ_c = τ_e.

**Remark 3 (limiting cases).** For equal times τ, λ = 2/τ and S(0) = ΔI²τ/2. The corner is twice the individual rate even here. If τ_e ≪ τ_c, then λ ≈ 1/τ_e and S(0) ≈ 4ΔI²τ_e²/τ_c: the corner is set mainly by the shorter time, while the longer one reduces the height. If λ is held fixed and the asymmetry is varied, the shape is unchanged and the height is 4p(1 − p) times that of the symmetric case.

## Part 2. Reading the spectrum, and where it fails

The trap is filled at the rate k_c = 1/τ_c while empty, and emptied at the rate k_e = 1/τ_e while filled. The current jump is ΔI, the stationary filled probability is p = k_c/λ, and λ = k_c + k_e. With ω = 2πf, Part 1 gave the one-sided spectrum

S(f) = 4ΔI² p(1 − p) λ/(λ² + ω²) = 4ΔI²/[(τ_c + τ_e)(λ² + ω²)],

with half power at ω = λ. It rests on two states, constant rates without memory, and stationarity.

**Corollary 1 (area and tail).** The area under S is the variance of the current, and the high-frequency tail is fixed by the jump size and the cycle rate.

Proof. Since df = dω/(2π) and ∫₀^∞ dω/(λ² + ω²) = π/(2λ),

∫₀^∞ S df = 4ΔI² p(1 − p)λ × (1/2π) × π/(2λ) = ΔI² p(1 − p).

For ω ≫ λ, λ² can be dropped beside ω² = 4π²f², which leaves

S(f) ≈ ΔI²/[π² f² (τ_c + τ_e)]. ∎

**Corollary 2 (inversion).** If ΔI is known, the plateau and the corner determine the two mean times, but not which is which.

Proof. From S(0) = 4ΔI² p(1 − p)/λ,

y ≡ p(1 − p) = S(0)λ/(4ΔI²).

The quadratic p² − p + y = 0 has the roots

p = [1 ± √(1 − 4y)]/2.

For either root, k_c = λp and k_e = λ(1 − p), so

τ_c = 1/(λp), τ_e = 1/[λ(1 − p)].

The roots add to one, so taking the other root exchanges the two times. ∎

The time trace settles the choice: for the sign of ΔI used here, the mean duration of the high-current state is τ_c. The inversion is poorly conditioned near symmetry. Differentiating y = p(1 − p) gives dp = dy/(1 − 2p), and the denominator vanishes at p = 1/2. Near that point a small measurement error can also raise y above 1/4, and the quadratic then has no real root.

**Remark 4 (activation energy from the corner).** Let k_c and k_e vary as exp(−E_c/k_BT) and exp(−E_e/k_BT) with constant prefactors, and let β = 1/(k_BT). The slope of ln λ defines an apparent activation energy

E_app = −d(ln λ)/dβ = (k_c E_c + k_e E_e)/λ.

It is an average weighted by the rates. The corner gives the emission energy by itself if k_e ≫ k_c, or if the two energies are equal.

**Lemma 5 (trap level).** Let E_T be the energy of the added electron in the trap and E_F the Fermi level of the channel with which it exchanges electrons. In equilibrium, and with equally many internal states for the empty and the filled trap,

τ_c/τ_e = exp[(E_T − E_F)/(k_BT)].

Proof. Adding the electron changes the statistical weight by the factor exp[−(E_T − E_F)/(k_BT)], so this factor equals p/(1 − p). From p = k_c/λ and 1 − p = k_e/λ, the same ratio is k_c/k_e = τ_e/τ_c. Taking the reciprocal gives the result. ∎

If the filled trap has r times as many internal states as the empty one, p/(1 − p) gains a factor r, and

E_T − E_F = k_BT ln(r τ_c/τ_e).

**Worked example.** Consider one oxide trap in a silicon MOS transistor with gate dimensions of the order of 100 nm, at 300 K and fixed bias. Rough round values are a drain current of 1 µA, a jump ΔI = 20 nA, τ_c = 2 ms and τ_e = 0.5 ms. The rates and the corner are

k_c = 1/(0.002 s) = 500 s⁻¹, k_e = 1/(0.0005 s) = 2000 s⁻¹,

λ = 500 s⁻¹ + 2000 s⁻¹ = 2500 s⁻¹,

f_c = 2500 s⁻¹/(2π) = 397.9 Hz.

The cycle rate is 1/(2.5 ms) = 400 s⁻¹. Its numerical closeness to f_c is an accident of the chosen times: ν/f_c = 2πp(1 − p), which is 1.005 for p = 0.2. The angular corner is 6.25 times the cycle rate.

The filled probability is 500/2500 = 0.20, so p(1 − p) = 0.16 and the rms fluctuation is 20 nA × √0.16 = 8 nA. The plateau is

S(0) = 4 × (2 × 10⁻⁸ A)² × 0.16/(2500 s⁻¹) = 1.024 × 10⁻¹⁹ A²/Hz,

and the value at the corner is half of it, 5.12 × 10⁻²⁰ A²/Hz. At the same λ, a symmetric trap would have a plateau higher by the factor 1/0.64.

Lemma 5 holds in equilibrium, whereas a drain current flows here. E_F is therefore read as the local quasi-Fermi level of the channel electrons at the trap, on the assumption that the trap exchanges electrons only with them. This level varies along the channel when a drain voltage is applied, so the result refers to the position of the trap and not to the source contact. With k_BT = 25.85 meV and equal numbers of internal states, the trap level is

E_T − E_F = 25.85 meV × ln 4 = 35.8 meV.

A factor r = 2 would raise this by k_BT ln 2 = 17.9 meV. An unknown degeneracy therefore matters for the level, although it leaves the spectrum at given τ_c and τ_e untouched.

**A simulated spectrum.** The inversion can be followed on synthetic data made from random dwell times. In 4000 records of 0.2 s each, the initial state was drawn with the stationary probabilities, and the successive empty and filled times were drawn from exponential distributions with means 2 ms and 0.5 ms. The Fourier integral of each constant stretch of current was evaluated analytically, and (2/T)|X|² was averaged over the records. The 12 frequencies between 50 and 1500 Hz were whole multiples of 1/T = 5 Hz, for which a constant current integrates to zero. Since λT = 500, Remark 1 limits the relative effect of the finite records to about 0.2 percent.

At three of the frequencies the results, in A²/Hz, were:

100 Hz: formula 9.63 × 10⁻²⁰, simulation 9.62 × 10⁻²⁰.

400 Hz: formula 5.09 × 10⁻²⁰, simulation 5.08 × 10⁻²⁰.

1000 Hz: formula 1.40 × 10⁻²⁰, simulation 1.41 × 10⁻²⁰.

The largest deviation at the 12 frequencies was 1.8 percent of the formula. The statistical scatter at each frequency is about 1/√4000 = 1.6 percent, so this set is a favourable one; a largest deviation near 3 percent is typical. To extract the corner, write the theorem as

1/S = (τ_c + τ_e)(λ² + ω²)/(4ΔI²).

This is a straight line in ω², and its intercept divided by its slope is λ². A least-squares fit with equal relative weights gave λ = 2505 s⁻¹ and S(0) = 1.023 × 10⁻¹⁹ A²/Hz. Hence y = 0.160, with the roots p = 0.20 and 0.80. The smaller root returns τ_c = 1.99 ms and τ_e = 0.50 ms; the larger one exchanges them. From one set of random numbers to another, the fitted λ scatters by about 0.5 percent and τ_c by about 1 percent.

**Proposition (a hidden stage changes the corner).** Suppose that a filled trap must pass through two successive stages before it is empty, each left at the rate 2k_e, and that both carry the same low current. The mean filled time is still 1/(2k_e) + 1/(2k_e) = τ_e, but the plateau is 3/4 of Machlup's value, and the half-power point is in general no longer at k_c + k_e.

Proof. Let a, b and c be the probabilities of the empty trap and of the first and second filled stages, starting from an empty trap. Write m = 2k_e. Then

da/dt = −k_c a + m c, db/dt = k_c a − m b, dc/dt = m b − m c.

Denote by â(z) the Laplace transform ∫₀^∞ a(t)e^(−zt) dt, and likewise for b and c. With a(0) = 1 and b(0) = c(0) = 0,

(z + k_c)â = 1 + mĉ, b̂ = k_c â/(z + m), ĉ = m b̂/(z + m).

Eliminating b̂ and ĉ gives â = 1/[z + k_c − k_c m²/(z + m)²]. Since (z + m)² − m² = z(z + 2m), this is

â = (z + m)²/(zD), D = (z + m)² + k_c(z + 2m).

The long-time value of a is q = m/(m + 2k_c) = k_e/λ = 1 − p, as before. The argument of Lemma 3, applied to the empty state, gives the covariance ΔI² q[a(t) − q]. Its transform contains

â − q/z = [(z + m)² − qD]/(zD).

In the numerator the constant term m² − q(m² + 2mk_c) vanishes. The coefficient of z² is 1 − q = p. The coefficient of z is 2m(1 − q) − qk_c. In the stationary state capture balances emission, qk_c = pk_e = pm/2, so this coefficient is 2mp − pm/2 = 3pm/2 = 3pk_e, where the last step uses m = 2k_e. Thus

â − q/z = p(z + 3k_e)/[z² + (4k_e + k_c)z + 4k_eλ].

The spectrum is four times the real part of the transformed covariance at z = iω. Multiplying by the conjugate denominator gives the real numerator

3k_e(4k_eλ − ω²) + (4k_e + k_c)ω² = λ(12k_e² + ω²),

and therefore

S_h(f) = 4ΔI² p(1 − p)λ (ω² + 12k_e²)/[(4k_eλ − ω²)² + (4k_e + k_c)²ω²].

At ω = 0 the last fraction is 12k_e²/(16k_e²λ²) = 3/(4λ²), against 1/λ² in Machlup's case. The example below shows the displaced corner. ∎

For ω → ∞ the fraction tends to 1/ω², so the tail is unchanged. For the example, k_e = 0.8λ and k_c = 0.2λ. With x = (ω/λ)²,

S_h/S(0) = (x + 7.68)/(x² + 5.16x + 10.24),

where S(0) is Machlup's plateau. Setting this to half of 0.75 gives 0.375x² + 0.935x − 3.84 = 0, with the positive root x = 2.19. The half-power point is at 1.48λ, so reading it as the sum of the inverse mean times would overstate that sum by 48 percent. The spectrum is not a Lorentzian, so the number depends on the method: the straight-line fit of 1/S against ω² at the 12 frequencies used above overstates the sum by 31 percent.

The direction of the shift belongs to this model. Its cycle runs one way only, which violates detailed balance and requires a driving force. If all transitions obey detailed balance, the rate matrix can be symmetrized, and the covariance for a unit jump is Σ a_i e^(−λ_i u) with a_i ≥ 0. The weights satisfy Σ a_i = p(1 − p) and Σ a_i λ_i = ν = p(1 − p)λ, where λ = 1/τ_c + 1/τ_e. Because 1/x is convex, Σ a_i/λ_i ≥ p(1 − p)/λ, so the plateau is at least Machlup's. Because λ_i/(λ_i² + λ²) ≤ 1/(2λ), the spectrum at ω = λ is at most half of Machlup's plateau, so the half-power point lies at or below λ. For example, let the first filled state emit at the rate 2k_e and exchange with a second filled state at the rate 2k_e in both directions. The mean times are unchanged, the plateau is 1.25 times Machlup's, and the half-power point is at 0.76λ. Slower exchange lowers it further.

**Other effects left out.** If both rates have an activation energy of 0.5 eV, taken as a rough value, warming from 300 to 301 K multiplies λ by exp[(0.5 eV/k_B)(1/300 K − 1/301 K)], an increase of 6.6 percent.

Let other traps add flicker noise equal to 10⁻⁷ I²/f, again a rough assumption. A smooth 1/f law at this level needs many small jumps, of about 0.1 percent for one trap per decade of time constant; other traps with jumps near 2 percent would appear as separate Lorentzians. At 1 µA this is 10⁻¹⁹ A²/Hz at 1 Hz. It exceeds the telegraph noise below 0.98 Hz and, since the telegraph tail falls as 1/f², again above 162 kHz, but is 0.49 percent of it at the corner. The plateau should therefore be read well above 1 Hz and well below the corner in this example. At 30 Hz the flicker noise adds about 3.3 percent of the plateau, while the telegraph noise has fallen by about 0.6 percent.

White channel noise, estimated by the full shot noise 2eI = 3.2 × 10⁻²⁵ A²/Hz with e the elementary charge, exceeds the telegraph noise above 225 kHz; added to the assumed flicker noise, it does so above 118 kHz. The value 2eI applies to weak inversion at a drain voltage of several k_BT/e. A current of 1 µA in a roughly square gate with an oxide of 1.5 to 3 nm is closer to moderate inversion, where a long-channel charge-sheet model gives 0.5 to 0.7 of 2eI in saturation and moves the crossing of the white noise alone to about 260 to 320 kHz. At the same current and a much smaller drain voltage, the thermal noise of the channel is larger than 2eI, and the crossing lies at a lower frequency. The amplifier's own noise is not included. A single-pole amplifier with a bandwidth of 10 kHz reduces the power at the corner by 0.16 percent.

A record of 10 s contains about N = 4000 cycles. By Lemma 1, the mean of N dwell times has the relative scatter 1/√N, and for large N so has its inverse. The two estimated rates scatter independently, so the sum obtained from the time trace has the relative standard deviation

√(k_c² + k_e²)/(λ√N) = 0.825/63.2 = 1.3 percent.

**Comparison with real devices.** A jump of 2 percent and times near a millisecond are plausible for a transistor of this size, but both vary widely from trap to trap, and the times also depend on gate bias. The flicker level used here is only a rough assumption. Real devices can contain several active traps or traps with additional internal states, which breaks the two-state assumption. The one-way hidden stage raises the half-power point by 48 percent, as much as about 6 K of warming at the assumed activation energy, whereas hidden states that obey detailed balance can only lower it. A single Lorentzian corner should be converted into k_c + k_e when the time trace shows two levels, both dwell-time distributions are exponential, and bias and temperature are steady.
